# Is one percent accuracy enough for a kinetic-energy functional?

## Question

I am comparing semilocal approximations to the non-interacting kinetic energy. My procedure is to take Hartree-Fock densities of atoms, insert them into the functional, and compare with the Hartree-Fock kinetic energy. The second-order gradient expansion comes out within one percent for argon.

That looks good enough to replace the orbitals: I would minimize the total energy with respect to the density and expect energies good to about one percent and densities to match. Any remaining error should largely cancel when I take energy differences. Is this reasoning sound? If not, what does the one-percent test fail to see?

## Answer

It is not sound. Your test measures the value of the functional at a density that somebody else supplied. Minimization uses its functional derivative at every point in space, and one value constrains at most a single weighted integral of it. Moreover, one percent of an atomic kinetic energy is a large energy. I use Hartree atomic units and non-relativistic free atoms with a point nucleus; Hartree-Fock itself leaves out correlation.

### How large is one percent?

Stretch all Hartree-Fock orbitals uniformly, $\phi(\mathbf r)\to\gamma^{3/2}\phi(\gamma\mathbf r)$. The prefactor keeps them normalized. Two derivatives give the kinetic energy a factor $\gamma^2$; every Coulomb term contains one inverse length and gains a factor $\gamma$. Thus

$$E(\gamma)=\gamma^2T+\gamma V .$$

The energy is stationary at $\gamma=1$, so $2T+V=0$, and $E=T+V=-T$. The kinetic energy is as large as the total energy.

For argon $T=526.817$ hartree, and one percent is $5.27$ hartree, or $143$ eV. An error of 1 kcal/mol would be a fraction $3.0\times10^{-6}$ of $T$. So one percent could serve for chemistry only if nearly all of the error cancelled in differences. That has to be shown, and I return to it with oxygen.

### What the gradient expansion gives on the fixed density

Write $u=\sqrt n$. The two ingredients are

$$T_{TF}=C_F\int n^{5/3}d^3r,\qquad C_F=\tfrac{3}{10}(3\pi^2)^{2/3},$$

$$T_W=\int\frac{|\nabla n|^2}{8n}d^3r=\frac12\int|\nabla u|^2d^3r .$$

The last equality follows from $\nabla n=2u\nabla u$. Consider $T_\lambda=T_{TF}+\lambda T_W$. The gradient expansion fixes $\lambda$ by demanding the right response of a uniform gas to a slow density ripple. With $k_F=(3\pi^2n)^{1/3}$ and $\eta=q/2k_F$, the Lindhard response is

$$\chi_0=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right|\right].$$

For small $\eta$ the logarithm is $2\eta+2\eta^3/3$, so the bracket becomes

$$\frac12+\frac12(1-\eta^2)\left(1+\frac{\eta^2}{3}\right)\approx1-\frac{\eta^2}{3}=1-\frac{q^2}{12k_F^2}.$$

The second derivative of the kinetic energy with respect to density is $-1/\chi_0$:

$$-\frac1{\chi_0}\approx\frac{\pi^2}{k_F}+\frac{\pi^2q^2}{12k_F^3}=\frac{\pi^2}{k_F}+\frac{q^2}{36n},$$

using $k_F^3=3\pi^2n$. The first term is the second derivative of $T_{TF}$. For a ripple $\delta n$, the gradient term is $\lambda\int|\nabla\delta n|^2/(8n)$, whose second derivative is $\lambda q^2/(4n)$. Equating this with $q^2/(36n)$ gives $\lambda=1/9$. I call the result GE2.

On the Hartree-Fock density of argon, in hartree,

$$T_{GE2}=489.954+\frac{308.423}{9}=524.223 .$$

The error is $-2.59$ hartree, or $-0.49$ percent of $T$. Your test is passed.

### What minimization asks of the functional

A value says very little about the derivative. There is one link. Under $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$ both GE2 and the exact functional obey $T[n_\gamma]=\gamma^2T[n]$. Differentiating at $\gamma=1$ and integrating by parts gives $-\int n\,\mathbf r\cdot\nabla(\delta T/\delta n)\,d^3r=2T[n]$. A good value therefore fixes this one integral of the derivative, not its shape in space. To see how much freedom a value leaves, take a functional that is correct and add

$$\Delta[n]=\int g(\mathbf r)\,[n(\mathbf r)-n_{HF}(\mathbf r)]\,d^3r$$

with a function $g$. The addition shifts the integral above by $-\int n_{HF}\,\mathbf r\cdot\nabla g\,d^3r$, so respecting the link at $n_{HF}$ costs one linear condition on $g$, namely that this shift vanish; otherwise $g$ is free. The addition itself vanishes at $n_{HF}$, so the fixed-density test gives a perfect score. The derivative, however, has been changed by $g$, which acts in the minimization as a spurious external potential.

For GE2 we can see the spurious potential directly. Let the energy be

$$E_\lambda[n]=T_\lambda[n]-Z\int\frac nr d^3r+E_H[n]-C_x\int n^{4/3}d^3r,$$

where $E_H$ is the Hartree energy, with potential $v_H$, and the last term is Dirac exchange with $C_x=\frac34(3/\pi)^{1/3}$. Vary $u$. Integrating by parts,

$$\delta(\lambda T_W)=\lambda\int\nabla u\cdot\nabla\delta u\,d^3r=-\lambda\int(\nabla^2u)\,\delta u\,d^3r .$$

The other terms depend on $n=u^2$, and $\delta n=2u\,\delta u$. They contribute $\int 2vu\,\delta u\,d^3r$ with

$$v=\tfrac53C_Fn^{2/3}-\tfrac43C_xn^{1/3}-\frac Zr+v_H .$$

Fixing the electron number with a multiplier $\mu$ subtracts $2\mu u$. After division by 2 the condition for a minimum is

$$-\frac\lambda2\nabla^2u+vu=\mu u .$$

Equivalently, the functional derivative

$$F(\mathbf r)=\frac{\delta E_\lambda}{\delta n}=v-\frac{\lambda}{2}\frac{\nabla^2u}{u}$$

must be constant in space. If it is not, moving density from high $F$ to low $F$ lowers the energy at first order.

### The error at the nucleus

Near the nucleus put $u=u_0(1+br)$. For a spherical function $\nabla^2u=u''+2u'/r$, so the singular part of $\nabla^2u/u$ is $2b/r$. The singular part of $F$ is therefore

$$-\frac{\lambda b+Z}{r}.$$

At the GE2 minimum it must vanish, which requires $b=-Z/\lambda$. Since $n'/n=2u'/u$,

$$\frac{n'(0)}{n(0)}=-\frac{2Z}{\lambda}=-18Z .$$

For true orbitals the same argument applies with the full kinetic operator, $\lambda=1$: every $s$ orbital has $b=-Z$. Orbitals of higher angular momentum contribute a density starting at $r^2$ or higher and do not affect the slope. The correct value is thus $-2Z$. For argon the GE2 slope is nine times too steep: the formula gives $-324$ per bohr, the minimization gives $-322.6$, and the correct value is $-36$. The computed slope is read at the innermost grid point, $r=10^{-5}$ bohr, rather than at $r=0$, and $u$ is expanded in a finite set of exponentials. Both shift it from the formula, the finite radius by about $0.5$ and the finite basis by about $0.9$ per bohr, so the computed value is good to about 1 per bohr.

Now insert a density with the correct cusp, $b=-Z$, into the GE2 derivative. What remains is

$$F\to-(1-\lambda)\frac Zr=-\frac89\frac Zr .$$

This is unbounded, although the integrated kinetic energy on the same kind of density is good to half a percent. It is attractive, so GE2 lowers its energy by piling density up at the nucleus. The argument covers only the immediate neighbourhood of the nucleus; it does not say that the charge enclosed at larger radii increases.

The failure is consistent with how $\lambda$ was obtained. The expansion assumes slow variation, including a small $|\nabla^2n|/(k_F^2n)$. At a correct cusp $n'=-2Zn$, hence $\nabla^2n\approx2n'/r=-4Zn/r$, which diverges while $k_F$ stays finite.

Could one repair the cusp by choosing $\lambda=1$? On the argon Hartree-Fock density the value would become $489.954+308.423=798.4$ hartree, about 52 percent too high. In the opposite limit, $\lambda\to0$, the leading balance $\frac53C_Fn^{2/3}=Z/r$ gives $n\propto r^{-3/2}$, and the density itself diverges. Within this family, a good value and a good derivative at the nucleus call for different coefficients.

### Argon, minimized

To isolate the kinetic functional, I compare with a Kohn-Sham calculation that has the same nuclear, Hartree and Dirac exchange terms but the orbital kinetic energy $T_s$. Its energy is $E_{KS}=-524.517$ hartree. It is a reference for this comparison, not the exact energy of argon; it lies 2.3 hartree above the Hartree-Fock value because exchange is treated differently.

Add and subtract $E_{GE2}[n_{KS}]$. At the common density $n_{KS}$ all terms except the kinetic ones cancel, so

$$E_{GE2}[n_{GE2}]-E_{KS}=\big(T_{GE2}[n_{KS}]-T_s\big)+\big(E_{GE2}[n_{GE2}]-E_{GE2}[n_{KS}]\big).$$

The first bracket is what a fixed-density test sees. The second is the energy gained when the density relaxes. It cannot be positive, because $n_{GE2}$ is the minimizer. In hartree, the numbers are

$$-37.30=-3.07-34.23 .$$

The error after minimization is $-7.1$ percent of $|E_{KS}|$, or about $-1015$ eV. More than nine tenths of it is invisible to your test.

The relaxation can be traced to the derivative. Follow the straight path

$$n_t=n_{KS}+t\,(n_{GE2}-n_{KS}),\qquad0\le t\le1 .$$

Both ends contain 18 electrons, so with the exact $T_s$ functional, for which $F$ is constant at $n_{KS}$, the initial slope would be

$$\int F\,(n_{GE2}-n_{KS})\,d^3r=\mu\,(18-18)=0 .$$

With GE2 it is $-77.8$ hartree. If the energy were a parabola in $t$ with initial slope $s$ and its minimum at $t=1$, it would be $E(0)+st-\frac12st^2$, and the total drop would be $s/2=-38.9$ hartree. The computed drop is $-34.2$ hartree, so the parabola accounts for its size and the rest comes from higher powers of $t$.

### What happens to the shells

Look at the radial distribution $D(r)=4\pi r^2n(r)$. The Hartree-Fock density of argon has three maxima, at $0.059$, $0.293$ and $1.24$ bohr, one for each shell. The Kohn-Sham reference also has three, so Dirac exchange does not remove them.

The GE2 density has a single maximum, at $0.139$ bohr, between the positions of the first two shells. The quantity $\frac12\int|n_{GE2}-n_{HF}|\,d^3r$ is $2.48$: about two and a half of the 18 electrons are in the wrong place. Neon and krypton also have one maximum each when minimized with GE2. This is a computed result for three atoms, not a theorem about all semilocal functionals.

It is tempting to blame the fact that one nodeless $u$ has replaced several orbitals. That cannot be the whole reason. The square root of the Hartree-Fock density is also a single nodeless function, and it has three shells. One can always write

$$T_s[n]=T_W[n]+T_P[n],$$

which defines the Pauli term $T_P$. The exact minimum condition is then an equation for one function $u$, with the full $-\frac12\nabla^2$ and an additional potential $\delta T_P/\delta n$. Information about the orthogonality of orbitals has to enter through that potential. GE2 replaces it by a power of the local density and a rescaled gradient term. I regard the loss of the corresponding shell features in the potential as the likely cause of the missing maxima, but the calculation establishes the missing maxima and not this mechanism.

### A functional with no error on your test

Suppose you improve GE2 by multiplying it with

$$\beta=\frac{T_{HF}}{T_{GE2}[n_{HF}]}=\frac{526.817}{524.223}=1.00495 .$$

On the Hartree-Fock density of argon, $\beta T_{GE2}$ has zero error by construction. Now minimize with it. The energy is $-559.05$ hartree, which is $34.5$ hartree below the Kohn-Sham reference, and $D$ still has one maximum, at $0.140$ bohr.

The zero error holds on the Hartree-Fock density, while the reference density is slightly different. Does that matter? On the Kohn-Sham density GE2 gives $524.517-3.068=521.449$ hartree. Multiplied by $\beta$ this is $524.03$ hartree, an error of about $-0.5$ hartree. The remaining $-34.0$ hartree is relaxation. Removing the error your test can see has left the main error almost untouched.

### Passing is not necessary for a good energy either

Set $\lambda=1/5$ instead. On the Hartree-Fock density

$$T_{1/5}=489.954+\frac{308.423}{5}=551.639\ \text{hartree},$$

which is $24.8$ hartree too high, or $4.7$ percent. This functional fails your test. Yet its minimized energy is $-524.755$ hartree, only $0.24$ hartree below the Kohn-Sham reference.

The same splitting of the error explains the agreement. The fixed-density error is large and positive, the relaxation energy is negative, and for argon they nearly cancel. The density is not repaired: $D$ again has one maximum, at $0.143$ bohr, and the cusp formula gives a slope of $-10Z$ instead of $-2Z$. So a good total energy after minimization is not sufficient evidence either. One has to look at the density as well.

### Do the errors cancel in differences?

They may, if the part of the density responsible for the error is the same in both systems. This must be checked for the difference of interest. Consider the ionization of oxygen, with unrestricted Hartree-Fock densities for O and O$^+$ in a basis of $s$ and $p$ functions. The ion is spherical; the atom is not, and here its single minority-spin $p$ electron occupies a real $p$ orbital.

These systems are spin-polarized. The non-interacting kinetic energy is a sum over the two spins,

$$T[n_\alpha,n_\beta]=T[n_\alpha,0]+T[0,n_\beta].$$

An unpolarized system of density $2n_\alpha$ has $n_\alpha$ in each spin, so $T[2n_\alpha]=2T[n_\alpha,0]$. Therefore

$$T[n_\alpha,n_\beta]=\tfrac12T[2n_\alpha]+\tfrac12T[2n_\beta],$$

and I apply GE2 to each term.

The ionization energy is $-74.3771+74.8140=0.4369$ hartree. One percent of the kinetic energy of O is $0.748$ hartree, already more than this. GE2 again looks respectable on the neutral atom: its error is $-0.394$ hartree, or $-0.53$ percent. On O$^+$ the error is only $-0.002$ hartree. Hence

$$\text{error of }[T(\mathrm O^+)-T(\mathrm O)]=-0.002+0.394=+0.392\ \text{hartree}.$$

There is practically no cancellation, precisely because the functional happens to be so accurate for the ion. By the virial theorem the true kinetic difference is minus the ionization energy, $-0.437$ hartree; GE2 gives $-0.045$ hartree. If all other energy terms are kept at their Hartree-Fock values, the ionization energy becomes $0.437+0.392=0.829$ hartree, nearly twice the correct Hartree-Fock result. This happens before any density has been allowed to relax.

The digits depend on the basis and on the state chosen for the atom, but the conclusion does not. Adding $d$ and $f$ functions lowers the energy of O by $0.005$ hartree; the ionization energy becomes $0.442$, the GE2 error on O $-0.368$, and the error of the difference $+0.366$ hartree. In the $s,p$ basis and at unchanged orbital kinetic energy, putting the minority $p$ electron in a complex $m=\pm1$ orbital changes the GE2 error on O to $-0.56$ hartree, and averaging the density spherically changes it to $-0.63$ hartree. The error of the difference grows accordingly.

One example does not exclude cancellation elsewhere. Other differences, such as two geometries of the same system, may behave better; they are not tested here. But a small percentage for each system separately does not guarantee it.

### What to test instead

Keep the fixed-density comparison as a first filter, and quote its error in hartree as well as in percent. Then minimize with the functional and compare three things with an orbital calculation that uses the same remaining energy terms: the energy, the radial distribution, and the energy differences you need. Splitting the energy error as above tells you whether the value or the derivative is at fault.

The conclusion concerns all-electron atoms and the semilocal forms examined here. If a smooth pseudopotential replaces the nucleus and core, the $-Z/r$ singularity behind the cusp error is absent, and the functional has to be judged afresh on that problem. The same holds for nonlocal functionals built to reproduce the response of the electron gas beyond small $q$. In those cases too, a percentage on supplied densities leaves the spatial shape of the derivative untested.

The full set of values is in the numerical output below.

## Numbers as computed

```
Ar HF total energy: -526.817 hartree
Ar HF kinetic energy: 526.817 hartree
One percent of Ar kinetic energy: 5.268 hartree
  the same: 143.4 eV
1 kcal/mol as fraction of Ar kinetic energy: 3.02e-06
T_TF on Ar HF density: 489.954 hartree
T_TF relative error: -7.00 percent
T_W on Ar HF density: 308.423 hartree
GE2 on Ar HF density: 524.223 hartree
GE2 error on Ar HF density: -2.594 hartree
GE2 relative error: -0.49 percent
Ar exchange-only KS energy: -524.517 hartree
Ar KS orbital kinetic energy: 524.517 hartree
Ar GE2 energy at KS density: -527.586 hartree
Ar self-consistent GE2 energy: -561.816 hartree
Fixed-density part of error: -3.068 hartree
Density-relaxation part of error: -34.231 hartree
Total self-consistent GE2 error: -37.299 hartree
  the same: -1015.0 eV
  relative to KS energy magnitude: -7.11 percent
Initial slope of GE2 energy on path: -77.77 hartree
GE2 chemical potential: -0.0661 hartree
GE2 n'/n at nucleus: -322.6 1/bohr
Cusp formula -18 Z: -324.0 1/bohr
Correct cusp -2 Z: -36.0 1/bohr
Electrons displaced, GE2 versus HF: 2.48 electrons
Maxima of D, Ar HF: 3 at r = 0.059, 0.293, 1.240 bohr
Maxima of D, Ar KS: 3 at r = 0.059, 0.292, 1.226 bohr
Maxima of D, Ar GE2: 1 at r = 0.139 bohr
Scale factor beta: 1.00495 (dimensionless)
Scaled GE2 error on HF density: 0.000 hartree
Scaled GE2 self-consistent energy: -559.050 hartree
Scaled GE2 self-consistent error: -34.532 hartree
Maxima of D, scaled GE2: 1 at r = 0.140 bohr
Ar energy with T_W coefficient 1/5: -524.755 hartree
  its error against KS: -0.237 hartree
Maxima of D, coefficient 1/5: 1 at r = 0.143 bohr
Number of GE2 maxima: Ne 1, Kr 1
O UHF total energy: -74.8140 hartree
O+ UHF total energy: -74.3771 hartree
O UHF ionization energy: 0.4369 hartree
One percent of O kinetic energy: 0.7481 hartree
GE2 error on O density: -0.3942 hartree
GE2 relative error on O density: -0.53 percent
GE2 error on O+ density: -0.0021 hartree
Orbital T(O+) - T(O): -0.4369 hartree
GE2 T(O+) - T(O): -0.0449 hartree
Error of GE2 difference: 0.3921 hartree
```
